Generating the dynamical matrix on the star of q by symmetry

A response calculation gives the dynamical matrix D(q) at one wavevector. To fill a grid, it must be carried to the other wavevectors Sq that the point group produces. If the Cartesian blocks are rotated and the atoms permuted, but the phase factors are left out, the resulting matrices are Hermitian and have the correct phonon frequencies. Their off-diagonal blocks are nevertheless wrong in general. The error shows when matrices from different wavevectors are combined: the force constants obtained by Fourier inversion are wrong, and so are the frequencies interpolated from them. In the model crystal treated below, the second-lowest interpolated frequency at a test wavevector comes out in this way as 3.22 instead of 2.34 THz for one choice of the operations that fill the grid.

**Conventions**

Lattice vectors are R. The cell is primitive, so every pure translation that maps the crystal onto itself is a lattice vector. Atom κ of cell R sits at R + τ_κ. Let u_κ(R) be its displacement and E the Born-Oppenheimer energy, that is, the electronic ground-state energy plus the ion-ion energy at fixed nuclei. The force constants are

C_κα,κ'β(R,R') = ∂²E / ∂u_κα(R) ∂u_κ'β(R'), taken at zero displacement.

Below, C_κκ'(R,R') is the 3×3 block in the Cartesian indices α, β. Lattice periodicity makes it depend on R' − R alone. Define

C_κκ'(q) = Σ_R C_κκ'(0,R) exp(iq·R),
D_κκ'(q) = C_κκ'(q) / √(M_κ M_κ').

The phase contains the lattice vector and not the atomic positions. For a reciprocal lattice vector G, exp(iG·R) = 1, so C(q+G) = C(q). In Gaussian units C is in dyn/cm and D in s⁻². The constants ħ, m and e enter through the energy E and do not appear in the symmetry algebra.

**How an operation moves atoms and displacements**

A space-group operation g = {S|f} takes a point x to Sx + f, where S is an orthogonal matrix and f a translation, possibly a fraction of a lattice vector. The image of an atom must be the site of an atom of the same species. Call its index g(κ). Then

S(R + τ_κ) + f = SR + L_κ + τ_g(κ),
L_κ = Sτ_κ + f − τ_g(κ).

For R = 0 the image is an atomic site, so L_κ is a lattice vector. S also maps the lattice onto itself, because applying first g⁻¹, then a translation by R, then g takes x to S[S⁻¹(x − f) + R] + f = x + SR; this is a symmetry of the crystal and a pure translation, so SR is a lattice vector. Thus atom κ of cell R goes to atom g(κ) of cell SR + L_κ.

A displacement is a difference of two positions, so f cancels from it and only the rotation remains:

u'_g(κ)(SR + L_κ) = S u_κ(R).

**Transformation of the force constants**

The displaced crystals described by u and u' differ by a rigid operation and a relabelling of identical atoms. Their energies are therefore equal, E[u'] = E[u]. This assumes that no external field and no magnetic or other electronic order breaks g; if something does, only the operations that survive, alone or combined with time reversal (which reverses all spins and leaves the energy unchanged), may be used. In a numerical calculation the equality also needs a k mesh and a real-space grid that are mapped onto themselves, or else it holds only to within the discretization error.

Differentiate E[u'(u)] twice with respect to u. Since u' is linear in u, there is no term with a second derivative of u', and the chain rule gives

C_κγ,κ'δ(R,R') = Σ_αβ S_αγ S_βδ C_g(κ)α,g(κ')β(SR+L_κ, SR'+L_κ').

In matrix form the right side is Sᵀ C S. Multiplication by S from the left and Sᵀ from the right, with SSᵀ = 1, yields

C_g(κ)g(κ')(SR+L_κ, SR'+L_κ') = S C_κκ'(R,R') Sᵀ.   (1)

**Transformation of the Bloch sum**

Consider the block g(κ), g(κ') at wavevector Sq. Its first atom may be put in any cell, provided that the phase contains the difference of the two cells. Put it in cell L_κ, and write the second cell as SR + L_κ'. As R runs once over the lattice, so does SR + L_κ'. Hence

C_g(κ)g(κ')(Sq) = Σ_R C_g(κ)g(κ')(L_κ, SR+L_κ') exp[iSq·(SR + L_κ' − L_κ)].

Equation (1) with first cell 0 and second cell R replaces the force constant by S C_κκ'(0,R) Sᵀ. Orthogonality gives Sq·SR = q·R. The remaining phase does not depend on R and leaves the sum:

C_g(κ)g(κ')(Sq) = exp[iSq·(L_κ' − L_κ)] S C_κκ'(q) Sᵀ.   (2)

Equivalent atoms have equal masses, so division by √(M_κ M_κ') gives the same law for D. If different isotopes occupy equivalent sites, the law still holds for C, but for D it fails for the operations that carry an atom onto a site of different mass.

In polar insulators the long-range dipole forces make the lattice sum conditionally convergent. It must then be evaluated by a procedure that respects the symmetry, such as an Ewald sum. The limit q → 0 depends on direction, and (2) relates the limit along q to the limit along Sq.

**Matrix form and meaning of the phase**

Define a matrix Γ whose nonzero 3×3 blocks are

Γ_g(κ),κ(g,q) = S exp(−iSq·L_κ).   (3)

The product Γ C(q) Γ† has in block g(κ), g(κ') the left factor S exp(−iSq·L_κ) and the right factor Sᵀ exp(+iSq·L_κ'). This is (2), so

D(Sq) = Γ(g,q) D(q) Γ(g,q)†.   (4)

Each row and each column of Γ has one nonzero block, an orthogonal matrix times a phase; hence Γ is unitary.

The phase has a direct meaning. Take a wave u_κ(R) = e_κ exp(iq·R) / √M_κ. The operation carries it to cell R' = SR + L_κ. There, q·R = Sq·SR = Sq·R' − Sq·L_κ, so the new amplitude on atom g(κ) is S e_κ exp(−iSq·L_κ). The factor corrects for the cell in which the image atom lands. Likewise, if D(q)e = ω²e, then

D(Sq) Γe = Γ D(q) Γ†Γ e = ω² Γe.

Frequencies are equal over the star and eigenvectors are carried by Γ. For a degenerate frequency, a separate diagonalization at Sq may return another basis of the same subspace.

Two limits follow from (2). At q = 0, with the directional term of polar insulators set aside, all phases are 1. For κ = κ' the phase is 1 at every q, so a crystal with one atom per cell obeys D(Sq) = S D(q) Sᵀ.

**What the fractional translation does**

Insert the definition of L_κ:

Sq·L_κ = q·τ_κ + Sq·f − Sq·τ_g(κ).

The term Sq·f is the same for all atoms. It multiplies Γ by a common phase, which cancels between Γ and Γ† in (4). The translation is still needed, because it determines which atom is g(κ) and makes L_κ a lattice vector. Adding a lattice vector T to f adds T to every L_κ and leaves (2) unchanged.

Nor do the phases require a fractional translation. With f = 0, an atom away from the origin can be rotated into another cell, and then L_κ ≠ 0. The example contains such a case.

**Products, the little group and the star**

Let g₂ act first and g₁ second. Then

L_κ(g₁g₂) = S₁(S₂τ_κ + f₂) + f₁ − τ_g₁g₂(κ).

Replace S₂τ_κ + f₂ by τ_g₂(κ) + L_κ(g₂):

L_κ(g₁g₂) = S₁L_κ(g₂) + [S₁τ_g₂(κ) + f₁ − τ_g₁g₂(κ)]
= S₁L_κ(g₂) + L_g₂(κ)(g₁).

Take the scalar product with S₁S₂q. The first term becomes S₂q·L_κ(g₂), so the phases multiply as the rotations do:

Γ(g₁,S₂q) Γ(g₂,q) = Γ(g₁g₂,q).   (5)

A pure translation T has S = 1 and L_κ = T, so its Γ is exp(−iq·T) times the unit matrix. Suppose a glide g satisfies Sq = q and its square is the translation T. Then (5) gives Γ(g,q)² = exp(−iq·T) times the unit matrix. This is the unit matrix itself only when q·T is a multiple of 2π, although S² = 1.

The operations with Sq = q + G form the little group of q. Since D(q+G) = D(q), they impose the constraint

D(q) = Γ(h,q) D(q) Γ(h,q)†, for h in the little group.   (6)

Two rotations S₁ and S₂ lead to the same wavevector modulo G when S₂⁻¹S₁ belongs to the little point group. The number of members in the star is therefore the order of the point group divided by that of the little point group. The choice among operations leading to the same member does not matter. Write one as g₁ = g₂h, up to a lattice translation that cancels in (4). By (5), Γ(g₁,q) = Γ(g₂,q+G)Γ(h,q). Because L_κ is a lattice vector, Γ(g₂,q+G) = Γ(g₂,q), and (6) removes h.

One more relation holds at every q. The force constants are real, so complex conjugation of the Bloch sum gives D(−q) = D(q)*. If the star does not contain −q, this supplies the matrices on the star of −q. If an operation g takes q to −q + G, then (4) turns it into a further constraint beside (6): D(q)* = Γ(g,q) D(q) Γ(g,q)†.

**Implementation in lattice coordinates**

Let A have the lattice vectors as columns. A position with lattice coordinates x goes to Wx + f, where W is an integer matrix and S = A W A⁻¹. Let q have coordinates p in the reciprocal basis, so that q·R = 2π p·n for R = An. The condition Sq·SR = q·R reads p'·Wn = p·n for all n, hence

p' = (W⁻¹)ᵀ p.

For each operation:

1. For each κ, find the atom g(κ) for which Wτ_κ + f − τ_g(κ) has integer components, and store these as L_κ.
2. Compute p' and reduce it modulo 1 to see whether this member has already been filled.
3. If not, build Γ from (3) and apply (4).

Reducing p' before building Γ is harmless, since L_κ is an integer vector.

**If the phases contain atomic positions**

An alternative convention defines

D̃_κκ'(q) = exp[iq·(τ_κ' − τ_κ)] D_κκ'(q).

By (2), the total phase of D̃_g(κ)g(κ')(Sq) is the exponential of i times

Sq·(τ_g(κ') + L_κ' − τ_g(κ) − L_κ) = Sq·S(τ_κ' − τ_κ) = q·(τ_κ' − τ_κ),

because τ_g(κ) + L_κ = Sτ_κ + f. This is the phase already contained in D̃(q), so

D̃_g(κ)g(κ')(Sq) = S D̃_κκ'(q) Sᵀ.

No explicit phase remains, but periodicity is lost:

D̃_κκ'(q+G) = exp[iG·(τ_κ' − τ_κ)] D̃_κκ'(q).

Here Sq must not be folded back into the zone without this factor. For the example below, a shift by the first reciprocal basis vector changes an element of the corresponding mass-free matrix by as much as 3.5×10⁴ dyn/cm.

**Worked example: a hexagonal close-packed model**

The model has a = 3.0 Å, c = 4.8 Å and two atoms of mass 30 u, at τ₁ = (0,0,0) and τ₂ = (1/3,2/3,1/2) in lattice coordinates. Its energy is

E = ½ Σ_b k_b (r_b − d_b)² + ½ K Σ_i [Σ_j (r_ij − d_ij)]².

Here b labels bonds, r their lengths and d their lengths at rest. The springs k_b are 10000 dyn/cm in the plane (3.000 Å), 12000 dyn/cm between adjacent planes (2.960 Å) and 2000 dyn/cm for the second interplane shell (4.214 Å). The sum over j covers the in-plane and nearest interplane neighbours, with K = 1000 dyn/cm. These are model parameters and describe no particular metal. The symmetry argument uses only the invariance of E, so the model tests the same transformation that a first-principles matrix needs.

The space group has 24 operations modulo lattice translations. For q = (0.2,0.2,0.3) the little point group has 2 elements, so the star has 24/2 = 12 members.

Take the sixfold screw operation with

W = [[0,1,0], [−1,1,0], [0,0,1]], f = (1/3,2/3,1/2).

It exchanges the atoms. For atom 1, L₁ = f − τ₂ = 0. For atom 2, Wτ₂ = (2/3,1/3,1/2), so

L₂ = (2/3,1/3,1/2) + (1/3,2/3,1/2) − (0,0,0) = (1,1,1).

The new wavevector is Sq = (0.4,−0.2,0.3). The relative phase is

exp[2πi(0.4 − 0.2 + 0.3)] = exp(iπ) = −1.

Equation (2) with κ = 1 and κ' = 2 becomes

C₂₁(Sq) = −S C₁₂(q) Sᵀ.

S turns the x and y axes and leaves z fixed, with S_xx = 0.5000 and S_xy = 0.8660. The zz element therefore changes sign, from 8544.7 + 11760.8i to −8544.7 − 11760.8i dyn/cm. For the xz element, in dyn/cm,

−[0.5000(−9374.6 − 7560.4i) + 0.8660(−10370.1 − 17357.8i)]
≈ 13668 + 18812i.

The direct Bloch sum at Sq gives 13668.1 + 18812.5i, in agreement within the rounding of S. Without the phase, both elements would have the wrong sign.

All 12 members have the frequencies 3.674, 3.945, 4.788, 4.826, 6.699 and 6.777 THz. Omitting the phases leaves these unchanged, because Γ without phases is still unitary, but it produces an error of up to 4.7×10⁴ dyn/cm in a matrix element. A frequency comparison on the star therefore cannot validate the phases; a comparison of matrix elements can, if the chosen member has a nontrivial phase. For the operations used here to generate (−0.2,−0.2,−0.3) and (−0.2,0.4,0.3), the relative phase happens to be 1, so those two members would not reveal the omission.

The member (0.2,−0.4,0.3) is reached with f = 0 and without exchange of atoms. Since L₁ = 0 and L₂ = Sτ₂ − τ₂,

Sq·L₂ = q·τ₂ − Sq·τ₂ = 2π[0.35 − (−0.05)] = 2π × 0.4,

which is 144°. This is a phase without a fractional translation.

The nontrivial little-group operation of q is a glide that exchanges the first two lattice coordinates. Adding a lattice vector to its f changes its square and Γ²: f = (−2/3,2/3,1/2), for instance, gives the translation (0,0,1). Take f = (1/3,2/3,1/2), for which the square is the translation (1,1,1). Its Γ² is exp[−2πi(0.2 + 0.2 + 0.3)] = −0.309 + 0.951i times the unit matrix, as (5) requires.

**Filling a grid and returning to real space**

Take a regular grid with reciprocal coordinates p = (n₁/N₁, n₂/N₂, n₃/N₃), n_i = 0, …, N_i − 1, which contains q = 0, has N = N₁N₂N₃ points and is mapped onto itself, modulo G, by the point group. The force constants follow from

C_κκ'(0,R) = (1/N) Σ_q exp(−iq·R) C_κκ'(q).

Insertion of the Bloch sum shows why: Σ_q exp[iq·(R' − R)] equals N if R' − R is a translation of the supercell belonging to the grid, and zero otherwise. The inversion recovers the individual force constants if their range fits into that supercell. In this model a 5×5×3 grid suffices.

Of its 75 points, 10 are irreducible. With six displacements per point, a response code would treat 60 perturbations instead of 450, before the little group is used to reduce the six displacements further at points of high symmetry. Filling the grid by (4) reproduces the force constants to about 10⁻⁵ dyn/cm. Without the phases the filled matrices depend on which operation is used to reach each member. For the choice made here the largest error is 9.6×10³ dyn/cm, comparable with the strongest spring, and the faulty frequencies below belong to this choice.

The effect on interpolation at q = (0.13,0.07,0.21), which is not on the grid, is as follows (THz):

direct: 2.319, 2.341, 4.146, 4.609, 5.207, 7.000
with phases: 2.319, 2.341, 4.146, 4.609, 5.207, 7.000
without phases: 2.479, 3.219, 4.381, 4.759, 5.084, 6.419

At this wavevector the faulty set contains no imaginary frequency. Imaginary frequencies do appear in a small part of the zone, and the faulty force constants acquire imaginary parts, but a look at a few interpolated frequencies can miss the error. Comparing a transformed matrix, element by element, with one separate response calculation at a member with a nontrivial phase detects it before any interpolation. The numerical check makes this comparison for all 24 operations at five wavevectors, including the zone-boundary points K, M and A, with the direct Bloch sum at the unreduced Sq as the reference. Reduction modulo G enters the test through the filling of the 5×5×3 grid.

Computed values

```
a, c = 3.0, 4.8 angstrom; mass = 30.0 u = 4.9816e-23 g
bond lengths: in-plane 3.0000, interplane 2.9597, second 4.2143 angstrom
springs in-plane, interplane, second, many-atom: 10000 12000 2000 1000 dyn/cm
operations modulo lattice translations: 24
example q = (0.200 0.200 0.300): star 12, little point group 2
general q = (0.130 0.070 0.210): star 24, little point group 1
K q = (0.333 0.333 0.000): star 2, little point group 12
M q = (0.500 0.000 0.000): star 3, little point group 8
A q = (0.000 0.000 0.500): star 1, little point group 24
sixfold screw, W rows: [[0, 1, 0], [-1, 1, 0], [0, 0, 1]]
  S rows: 0.5000 0.8660 0.0000 | -0.8660 0.5000 0.0000 | 0.0000 0.0000 1.0000
  f = 0.3333 0.6667 0.5000 (lattice units); atoms 1,2 -> [2, 1]
  L_1 = 0 0 0 ; L_2 = 1 1 1
  Sq = 0.400 -0.200 0.300 ; exp[i Sq.(L_2-L_1)] = -1.0000+0.0000j
block C_12(q), dyn/cm:
   3092.9+1741.3i  -2665.8-5121.6i  -9374.6-7560.4i
   -2665.8-5121.6i  -3175.4-1854.9i  -10370.1-17357.8i
   -9374.6-7560.4i  -10370.1-17357.8i  8544.7+11760.8i
block C_21(Sq) from the formula, dyn/cm:
   3917.0+5391.3i  1381.3-1003.6i  13668.1+18812.5i
   1381.3-1003.6i  -3834.5-5277.7i  -2933.6+2131.4i
   13668.1+18812.5i  -2933.6+2131.4i  -8544.7-11760.8i
block C_21(Sq) from the direct Bloch sum, dyn/cm:
   3917.0+5391.3i  1381.3-1003.6i  13668.1+18812.5i
   1381.3-1003.6i  -3834.5-5277.7i  -2933.6+2131.4i
   13668.1+18812.5i  -2933.6+2131.4i  -8544.7-11760.8i
star of the example q: Sq; images of atoms 1,2; angle of relative phase
  (0.2 0.2 0.3); [1, 2]; 0.0 deg
  (-0.4 0.2 -0.3); [2, 1]; 72.0 deg
  (-0.4 0.2 0.3); [2, 1]; 180.0 deg
  (-0.2 -0.2 -0.3); [2, 1]; 0.0 deg
  (-0.2 -0.2 0.3); [2, 1]; 108.0 deg
  (0.2 -0.4 -0.3); [1, 2]; -108.0 deg
  (0.2 -0.4 0.3); [1, 2]; 144.0 deg
  (-0.2 0.4 -0.3); [1, 2]; 108.0 deg
  (-0.2 0.4 0.3); [1, 2]; 0.0 deg
  (0.4 -0.2 -0.3); [2, 1]; 72.0 deg
  (0.4 -0.2 0.3); [2, 1]; 180.0 deg
  (0.2 0.2 -0.3); [2, 1]; 144.0 deg
frequencies on the star: 3.674 3.945 4.788 4.826 6.699 6.777 THz
largest error of formula, all points and operations: 2.9e-05 dyn/cm
largest error on the star if phases are dropped: 46507.1 dyn/cm
glide: f = 0.3333 0.6667 0.5000 ; square translates by 1 1 1 ; Gamma^2 = -0.3090+0.9511j times unit matrix
position-phase convention, change under q -> q+b1: 35021.4 dyn/cm
grid [5, 5, 3] : points 75 , irreducible 10
rebuilt force constants, error: 7.5e-06 dyn/cm with phases, 9593.6 dyn/cm without
general q, direct: 2.319 2.341 4.146 4.609 5.207 7.000 THz
general q, interpolated with phases: 2.319 2.341 4.146 4.609 5.207 7.000 THz
general q, interpolated without phases (negative = imaginary): 2.479 3.219 4.381 4.759 5.084 6.419 THz
```
